\section*{The Pockels Tensor of Lithium Niobate from Point Group 3m}

\section*{Problem}

A static or slowly varying electric field $\mathbf E$ changes the refractive indices of lithium niobate. The change is described through the impermeability $B_{ij}$, the inverse of the relative permittivity tensor at the optical frequency. To first order in the field,
\begin{equation}
\Delta B_{ij}=r_{ijk}E_k ,
\label{def}
\end{equation}
with summation over repeated indices. The crystal is taken as lossless and without optical activity or magnetic order, so $B$ is real and symmetric and $r_{ijk}=r_{jik}$. The first two indices are contracted to one,
\[
11\to1,\quad 22\to2,\quad 33\to3,\quad 23\to4,\quad 13\to5,\quad 12\to6,
\]
without factors of two: $r_{61}=r_{121}=r_{211}$. This leaves a $6\times3$ matrix with 18 entries.

The point group is $3m$. Let $z$ lie along the threefold axis and $x$ be normal to one of the mirror planes.

\begin{enumerate}
\item[(a)] Find every restriction that the group places on the 18 entries, and write the matrix that remains.
\item[(b)] Show that no restriction has been missed, and confirm the number of free coefficients by a separate count. What changes if $y$, not $x$, is normal to a mirror?
\item[(c)] Find the first-order optical effect of a field along each crystal axis. Apply the results to an x-cut phase modulator with wavelength $\lambda=1550$ nm, electrode gap $g=5$ $\mu$m, length $L=5$ mm and drive $V=5$ V. Use the rough typical values $n_o=2.2$, $n_e=2.1$, $r_{13}=10$, $r_{33}=30$, $r_{22}=5$ and $r_{51}=30$ pm/V. Estimate what the model leaves out.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The restrictions}

A symmetry operation $g$ carries the crystal into itself, so it must leave its response tensor unchanged. It is convenient to express this through the trilinear form
\begin{equation}
T(\mathbf u,\mathbf v,\mathbf w)=r_{ijk}u_iv_jw_k,\qquad
T(g\mathbf u,g\mathbf v,g\mathbf w)=T(\mathbf u,\mathbf v,\mathbf w).
\label{inv}
\end{equation}
No extra sign appears for a mirror, because $\mathbf E$ is a polar vector and $B$ an ordinary second-rank tensor. The six operations of $3m$ are the identity, two rotations and three mirrors. All are products of the mirror $x\to-x$ and the $120^\circ$ rotation about $z$, so it suffices to impose these two.

\paragraph{The mirror.} Each index 1 contributes a factor $-1$. A component with an odd number of indices 1 therefore equals its own negative and vanishes. This removes
\[
r_{11},\ r_{21},\ r_{31},\ r_{41},\ r_{52},\ r_{53},\ r_{62},\ r_{63},
\]
and leaves ten entries:
\[
r_{12},\ r_{13},\ r_{22},\ r_{23},\ r_{32},\ r_{33},\ r_{42},\ r_{43},\ r_{51},\ r_{61}.
\]

\paragraph{The rotation.} In Cartesian components a $120^\circ$ rotation mixes many entries. It becomes diagonal in the basis
\[
\mathbf e_\pm=\mathbf e_1\pm i\mathbf e_2,\qquad \mathbf e_3 .
\]
Since $R\mathbf e_1=\cos\theta\,\mathbf e_1+\sin\theta\,\mathbf e_2$ and $R\mathbf e_2=-\sin\theta\,\mathbf e_1+\cos\theta\,\mathbf e_2$,
\begin{align}
R\mathbf e_\pm&=(\cos\theta\mp i\sin\theta)\mathbf e_1
+(\sin\theta\pm i\cos\theta)\mathbf e_2\nonumber\\
&=e^{\mp i\theta}(\mathbf e_1\pm i\mathbf e_2)=e^{\mp i\theta}\mathbf e_\pm .
\end{align}
Assign helicity $+1$, $-1$ and $0$ to $\mathbf e_+$, $\mathbf e_-$ and $\mathbf e_3$. If the three arguments of $T$ have total helicity $m$, the rotation multiplies $T$ by $e^{-im\theta}$. For $\theta=120^\circ$ this factor is unity when $m$ is a multiple of 3; otherwise the component must vanish.

The first two arguments may be exchanged, so there are $6\times3=18$ different components. Six are allowed: $(+,+,+)$, $(-,-,-)$, $(+,-,3)$, $(+,3,-)$, $(-,3,+)$ and $(3,3,3)$. The other twelve form six pairs related by exchanging $+$ and $-$. As $r_{ijk}$ is real, the members of a pair are complex conjugates, and one from each pair is enough.

Two contractions over the first two indices are needed:
\begin{align}
r_{ijk}(\mathbf e_+)_i(\mathbf e_-)_j&=r_{11k}-ir_{12k}+ir_{21k}+r_{22k}
=r_{11k}+r_{22k},\\
r_{ijk}(\mathbf e_+)_i(\mathbf e_+)_j&=r_{11k}-r_{22k}+2ir_{12k}.
\end{align}
Contract the last index as well and drop the entries already removed by the mirror. The six conditions are
\begin{align}
T(+,-,+)&=i(r_{12}+r_{22})=0, \label{c1}\\
T(+,+,-)&=2ir_{61}-i(r_{12}-r_{22})=0, \label{c2}\\
T(+,+,3)&=r_{13}-r_{23}=0, \label{c3}\\
T(+,3,+)&=r_{51}-r_{42}=0, \label{c4}\\
T(3,3,+)&=ir_{32}=0, \label{c5}\\
T(+,3,3)&=ir_{43}=0. \label{c6}
\end{align}
The minus sign in \eqref{c4} is $i^2$, from the two components along $\mathbf e_2$. Equation \eqref{c1} gives $r_{12}=-r_{22}$. Inserted in \eqref{c2}, this gives $2r_{61}=r_{12}-r_{22}=-2r_{22}$, so $r_{61}=-r_{22}$. The remaining equations give $r_{23}=r_{13}$, $r_{42}=r_{51}$ and $r_{32}=r_{43}=0$. Hence
\begin{equation}
r=\begin{pmatrix}
0&-r_{22}&r_{13}\\
0&r_{22}&r_{13}\\
0&0&r_{33}\\
0&r_{51}&0\\
r_{51}&0&0\\
-r_{22}&0&0
\end{pmatrix}.
\label{matrix}
\end{equation}
Eight entries are nonzero in general, but they contain four numbers: $r_{13}$, $r_{33}$, $r_{22}$ and $r_{51}$.

\subsection*{(b) Completeness and count}

It remains to show that these four numbers are free. Choose any real values for them in \eqref{matrix}. Every entry with an odd number of indices 1 is zero, so the mirror is obeyed. Equations \eqref{c1}--\eqref{c6} also hold, so every component with a forbidden helicity is zero. The rotation multiplies each remaining component by one. Since $\mathbf e_+$, $\mathbf e_-$ and $\mathbf e_3$ form a basis, the whole tensor is invariant under the rotation. It is then invariant under all products of the two operations, that is, under the full group. The four values can be chosen independently, and the number of free coefficients is exactly four.

The surviving components show where each coefficient resides:
\begin{align}
T(+,+,+)&=2ir_{61}+i(r_{12}-r_{22})=-4ir_{22},\\
T(+,-,3)&=r_{13}+r_{23}=2r_{13},\\
T(+,3,-)&=r_{51}+r_{42}=2r_{51},\\
T(3,3,3)&=r_{33}.
\end{align}
The coefficient $r_{22}$ belongs to total helicity 3, the others to total helicity 0. A sixfold axis would multiply $T(+,+,+)$ by $e^{-3i\pi/3}=-1$ and force $r_{22}=0$. The group $6mm$ therefore has three coefficients, and $r_{22}$ records that the axis is threefold and not sixfold.

\paragraph{Count by characters.} Averaging the action of all group elements projects any tensor onto its invariant part. The trace of this projector is the number of independent invariants. Let $\chi(g)$ be the trace of the $3\times3$ matrix of $g$, with eigenvalues $\lambda_i$. On a symmetric index pair the trace is
\[
\sum_{i\le j}\lambda_i\lambda_j=\tfrac12\left[\chi(g)^2+\chi(g^2)\right],
\]
and the third index supplies another factor $\chi(g)$. The identity has $\chi=3$ and contributes $3(9+3)/2=18$. A $120^\circ$ rotation has $\chi=1+2\cos120^\circ=0$ and contributes nothing. A mirror has $\chi=1$ and its square is the identity, so it contributes $(1+3)/2=2$. With three mirrors,
\begin{equation}
N=\frac{18+2\times0+3\times2}{6}=4 .
\end{equation}

\paragraph{Another choice of axes.} The count does not depend on the axes, but the names and signs do. Even within the setting of (a), turning the axes by $180^\circ$ about $z$ reverses $r_{22}$ alone, and turning them by $180^\circ$ about $y$ reverses the other three. The positive values used in (c) therefore assume a convention for the senses of $y$ and $z$. Without any mirror, the real parts of $T(+,-,+)=0$ and $T(+,+,-)=0$ read $r_{11}+r_{21}=0$ and $r_{11}-r_{21}+2r_{62}=0$, so $r_{21}=r_{62}=-r_{11}$. The allowed component is then
\[
T(+,+,+)=4(r_{11}-ir_{22}).
\]
The mirror $x\to-x$ sends $\mathbf e_\pm$ to $-\mathbf e_\mp$. Three minus signs make this component equal to minus its conjugate, hence imaginary, and $r_{11}=0$. The mirror $y\to-y$ sends $\mathbf e_\pm$ to $\mathbf e_\mp$. The component is then real: $r_{22}=0$ and $r_{11}$ takes its place.

\paragraph{Inversion and domain reversal.} Inversion multiplies a third-rank tensor by $-1$, so a centrosymmetric crystal has no linear electro-optic effect. The two domains of lithium niobate are related by an operation of the nonpolar parent group $\bar3m$, which is $3m$ together with inversion. This group contains the half-turn about $x$ but not the half-turn about $y$, which would also reverse $z$ but leave $r_{22}$ unchanged. The half-turn about $x$ reverses the polar axis. It equals inversion followed by the mirror $x\to-x$. The mirror changes nothing, so in fixed laboratory axes a reversed domain has all four coefficients with opposite sign. Equal amounts of the two domains along a waveguide would cancel the linear phase shift.

\subsection*{(c) Optical effects and the modulator}

Write $B_o=n_o^{-2}$ and $B_e=n_e^{-2}$; here $B_e>B_o$. For a plane wave the displacement is normal to the wave vector. The two indices therefore follow from the eigenvalues of the $2\times2$ block of $B$ in that transverse plane, each eigenvalue being $n^{-2}$. For a small change of an eigenvalue,
\begin{equation}
n=B^{-1/2}\quad\Rightarrow\quad
\Delta n\simeq-\tfrac12B^{-3/2}\Delta B=-\tfrac12n^3\Delta B .
\label{dn}
\end{equation}

\paragraph{Field along $z$.} The third column of \eqref{matrix} adds $r_{13}E$ to $B_{xx}$ and $B_{yy}$, and $r_{33}E$ to $B_{zz}$. The axes do not turn, and
\begin{equation}
\Delta n_o=-\tfrac12n_o^3r_{13}E,\qquad
\Delta n_e=-\tfrac12n_e^3r_{33}E .
\label{zfield}
\end{equation}
In the device the film normal is $x$, the light travels along $y$ and is polarized along $z$, and the electrodes apply $E=V/g=0.01$ MV/cm along $z$. Assume first that this field is uniform and fills the whole optical mode. Then
\[
\Delta n_e=-\tfrac12(2.1)^3\,(30\times10^{-12}\ \mathrm{m/V})\,
\frac{5\ \mathrm V}{5\times10^{-6}\ \mathrm m}=-1.39\times10^{-4}.
\]
The same field gives $\Delta n_o=-5.3\times10^{-5}$, smaller by a factor of about 2.6. This is why the light is polarized along $z$ here.

The phase change over the length $L$ is
\begin{equation}
\Delta\phi=\frac{2\pi L}{\lambda}\Delta n_e
=-\pi\frac{n_e^3r_{33}L}{\lambda g}V .
\end{equation}
At 5 V it is $-2.82$ rad. Setting its magnitude to $\pi$ gives the half-wave voltage
\begin{equation}
V_\pi=\frac{\lambda g}{n_e^3r_{33}L}
=\frac{(1550\times10^{-9})(5\times10^{-6})}
{(2.1)^3(30\times10^{-12})(5\times10^{-3})}\ \mathrm V=5.58\ \mathrm V .
\label{vpi}
\end{equation}
A numerical root search with the unexpanded $n=B^{-1/2}$ gives 5.5796 V, against 5.5790 V from \eqref{vpi}. The next term in \eqref{dn} reduces the index change by the fraction $\frac34n_e^2r_{33}E$, about $10^{-4}$ here, which accounts for the slightly higher voltage.

\paragraph{Field in the $xy$ plane, light along $z$.} Let $\mathbf E=E(\cos\varphi,\sin\varphi,0)$. The first two columns of \eqref{matrix} give the transverse block
\begin{equation}
\Delta B=-r_{22}E
\begin{pmatrix}\sin\varphi&\cos\varphi\\ \cos\varphi&-\sin\varphi\end{pmatrix}.
\end{equation}
Its trace is zero and its determinant is $-(r_{22}E)^2$, so its eigenvalues are $\pm r_{22}E$ for every $\varphi$. By \eqref{dn}, the index splitting is
\begin{equation}
\delta n=n_o^3r_{22}E=5.3\times10^{-5}
\end{equation}
at 0.01 MV/cm. The higher index lies at the angle $45^\circ-\varphi/2$ from $x$. Thus a field along $y$ makes $x$ and $y$ the principal axes, while a field along $x$ puts them at $45^\circ$. The equal splitting in the two cases follows from $r_{12}=r_{61}=-r_{22}$: the threefold axis ties the diagonal and off-diagonal changes together.

This splitting agrees with $|\Delta n_o|$ above to the digits shown because the inputs happen to satisfy $r_{13}=2r_{22}$. Symmetry does not require that relation.

\paragraph{Field along $x$, light along $y$.} The $xz$ block has unchanged diagonal elements and the off-diagonal element $r_{51}E$. Its axes turn by an angle $\theta$ with
\begin{equation}
\tan2\theta=\frac{2r_{51}E}{B_e-B_o},\qquad
\theta\simeq\frac{r_{51}E}{n_e^{-2}-n_o^{-2}}=1.49\ \mathrm{mrad}
\end{equation}
at the same field. Although $r_{51}=r_{33}$ in this example, the optical effect is weak, because the natural birefringence holds the axes in place. Using $r_{51}$ for strong polarization conversion needs phase matching between the two polarizations, for instance by a periodic electrode.

\paragraph{Field along $y$, light along $x$.} The wave polarized along $y$ shifts linearly, by $-\tfrac12n_o^3r_{22}E=-2.7\times10^{-5}$. For the wave polarized along $z$, $r_{32}=0$, so $B_{zz}$ does not change. The element $B_{yz}=r_{51}E$ still couples the two polarizations. Second-order perturbation theory raises the upper eigenvalue by $(r_{51}E)^2/(B_e-B_o)$, if $r_{22}E$ is neglected beside $B_e-B_o$. Hence
\begin{equation}
\Delta n_e\simeq-\frac{n_e^3}{2}\frac{(r_{51}E)^2}{n_e^{-2}-n_o^{-2}}
=-2.07\times10^{-7}.
\end{equation}
This is about 700 times smaller than the change for the same field along $z$. A zero in the Pockels matrix removes the linear effect, not every effect of the field. The value above is only the part due to $r_{51}$. The quadratic electro-optic (Kerr) term, outside \eqref{def}, is also of order $E^2$. Take $B$ quadratic in the polarization, as in the section on high fields below, and a rough static permittivity of 44 to 84 along $y$. The induced $P_y$ alone then gives $-2$ to $-7\times10^{-8}$. The field can also lower $P_z$ at order $E^2$, which acts through the larger $r_{33}$ channel with the opposite sign; if the polarization rotates at fixed length, the net shift is $+4$ to $+14\times10^{-8}$. This estimate does not fix the sign of the Kerr part, and its size may reach two thirds of the value above. The small-angle form of $\theta$ and this second-order shift fail when the induced coupling becomes comparable with $B_e-B_o$; the relation for $\tan2\theta$ remains exact. With the values used here the coupling equals $B_e-B_o$ near 7 MV/cm, and the small-angle form is 10\% off near 2 MV/cm, both far above the coercive fields quoted below.

\subsection*{What the model leaves out}

\paragraph{Elastic conditions.} A slow field also strains the crystal through the piezoelectric effect, and strain changes the indices through the photoelastic effect. For a free crystal this adds a product of two tensors to the strain-free $r_{ijk}$. Both factors are invariant under $3m$, so their product is too, and \eqref{matrix} holds for the free and for the fully clamped crystal with different values. With a rough photoelastic coefficient of 0.1 and rough piezoelectric coefficients of 6 and 70 pm/V, single products are of order 0.6 pm/V for $r_{33}$ and 7 pm/V for $r_{51}$. The elastic part is a sum over all strain components. With tabulated tensors the terms nearly cancel for $r_{33}$ and add to roughly 16 pm/V for $r_{51}$ and 3 pm/V for $r_{22}$, about half of each of these two coefficients. A free crystal also changes its length along $y$: with $|d_{32}|\approx0.9$ pm/V this alters the phase of the modulator by about 1.4\%, a term absent from \eqref{vpi} and suppressed in a film clamped in its plane.

A film held by a substrate is an intermediate case. If its normal is $x$ and it is clamped uniformly in its plane, the operations of $3m$ that preserve this condition are the identity and the mirror $x\to-x$. Its effective tensor may then have up to the ten coefficients found after the first step in (a). The four-coefficient result belongs to the crystal, not necessarily to the crystal together with its mounting.

\paragraph{Heat.} A rough thermo-optic coefficient of $4\times10^{-5}$ K$^{-1}$ makes 1 K worth 0.29 of the index change at 5 V. Uniform heating by $\lambda/(2L\,dn_e/dT)=3.9$ K gives a phase of $\pi$, if thermal expansion is ignored. Expansion of the guide length lowers this to about 3.4 K on silicon (rough coefficient $2.6\times10^{-6}$ K$^{-1}$) and to about 2.2 K for free lithium niobate along $y$ (rough coefficient $1.5\times10^{-5}$ K$^{-1}$). The silicon figure counts the length change only. A film held to silicon is also compressed in its plane on heating, and with tabulated photoelastic and elastic constants this adds roughly $7\times10^{-6}$ K$^{-1}$ to $dn_e/dT$, which brings the figure to about 3 K. Heating also changes the spontaneous polarization. For a rough pyroelectric coefficient of 0.008 $\mu$C/(cm$^2$\,K) and a static relative permittivity of 30, the field in an open-circuit plate with its large faces normal to $z$ is 0.003 MV/cm per kelvin, or 0.30 of the drive field. In a uniform x-cut film the polar axis lies in the plane, so the bound charge sits on the distant edges and the field at the waveguide is much weaker. Charge on electrodes and leakage reduce it further. This holds for an unetched film only. An etched ridge along $y$ has sidewalls normal to $z$, which carry bound charge. For a 1 $\mu$m wide ridge etched halfway into a 600 nm film, the field in the core is roughly 0.4 of the plate value, or 0.12 of the drive field per kelvin, until leakage screens it. The thermo-optic shift alone makes temperature a first-order concern for the static phase of this device.

\paragraph{High fields.} Suppose $B$ depends on the square of the total polarization $P_s+\Delta P$. The quadratic part of its change, relative to the linear part, is $\Delta P/(2P_s)$. With a rough $P_s=70$ $\mu$C/cm$^2$ and $\Delta P=\varepsilon_0(30-1)E$, this is $1.8\times10^{-4}$. That figure takes $\Delta P$ as linear in $E$. In a quartic double-well model the polarization is $P_s+\delta-3\delta^2/(2P_s)$, with $\delta$ the linear response, so $P^2-P_s^2\simeq2P_s\delta-2\delta^2$ and the ratio becomes $-\delta/P_s=-3.7\times10^{-4}$. Only the order of magnitude, a few $10^{-4}$, is established. The drive field is 5\% of a rough coercive field of 0.2 MV/cm for congruent bulk crystal, and about 20\% of the lower value, roughly 0.045 MV/cm, for MgO-doped crystal, so domain reversal is not expected in the region of the optical mode. These ratios use the mean field $V/g$. At a sharp electrode corner the field in the film is several times larger and reaches the lower value within roughly 10 nm of the corner. The drive voltage is also far below the minimum of a few hundred volts for an ordinary gas discharge in air.

\paragraph{Comparison with real modulators.} The indices and coefficients are rounded. The birefringence of lithium niobate near this wavelength is roughly 0.07, not 0.1, which would raise the axis tilt by about 40\%. The assumption that matters most for $V_\pi$ is complete overlap of the field and the light. If the effective field is 0.7 of $V/g$, a plausible rough value, $V_\pi$ rises from 5.58 to 7.97 V, or $V_\pi L\simeq4.0$ V\,cm for one arm. An interferometer with opposite fields in its two arms needs a phase of $\pi/2$ in each, which halves this to 2.0 V\,cm. The factor depends on the electrode thickness, the cladding and the share of the light in the film. In an unetched 600 nm film with 0.8 $\mu$m thick electrodes the field in the middle of the gap is about 0.86 of $V/g$, before any allowance for light outside the film. In an etched ridge part of the voltage drops across the cladding: for a 1 $\mu$m wide ridge etched halfway into a 600 nm film with the same electrodes, the field in the core is about 0.51 of $V/g$ under air and 0.58 under silica. Weighting it with the guided mode gives about 2.4 V\,cm under silica and 2.6 V\,cm under air. These figures hold for about 5 $\mu$m of oxide under the film. A 2 $\mu$m oxide on conducting silicon lowers the field factors by 0.04 to 0.05 and raises $V_\pi L$ by about 0.2 V\,cm, while the unrounded indices 2.211 and 2.138 lower it by about 0.15 V\,cm. Thin-film lithium niobate modulators of this kind work at a few V\,cm.

Numbers in the example were calculated in double precision.
